# Missing core density overestimates spin polarization in a manganese atom

## The form of the error from dimensions and symmetry

Let $n=n_\uparrow+n_\downarrow$ be the valence density of an atom and $m=n_\uparrow-n_\downarrow$ its spin density. In a local theory the exchange energy per volume at a point depends on $n$ and $m$ there. Exchange between plane waves is proportional to $e^2$ and contains neither $\hbar$ nor the electron mass. Since $e^2$ is an energy times a length, and $n^{-1/3}$ is a length, the exchange energy per volume must be

$$e^2n^{4/3}F(\zeta),\qquad \zeta=\frac{m}{n}.$$

Reversing all spins changes the sign of $\zeta$ but not the energy, so $F$ is even. If it is smooth at $\zeta=0$, the leading energy gained by polarization is

$$a\,e^2n^{4/3}\zeta^2=a\,e^2\,m^2n^{-2/3},$$

with a number $a$ that is positive for exchange, as shown below.

Now add an unpolarized core of density $n_c$. It leaves $m$ unchanged but raises the density to $n+n_c$. A calculation that omits the core from the functional therefore overestimates two quantities, by factors governed by one ratio:

$$R=1+\frac{n_c}{n},\qquad
\frac{m/n}{m/(n+n_c)}=R,\qquad
\frac{m^2n^{-2/3}}{m^2(n+n_c)^{-2/3}}=R^{2/3}.$$

The first factor, for $\zeta$, holds at any polarization. The second, for the exchange gain, is the small-$\zeta$ result. If $R$ at the radius where the magnetic electrons are most likely to be found represents the whole atom, the error is about $R^{2/3}-1$ times the correct exchange gain.

## What is linearized

The controlled derivation uses nonrelativistic, collinear local spin-density theory in Gaussian units. The core is frozen and, for now, unpolarized. The reference is the unpolarized atom, with valence density $n_{\rm ref}$. Write $v_{xc}(n,0)$ for the exchange-correlation potential of an unpolarized density $n$, and $V_H$ for the Hartree potential. The valence electrons of the reference feel

$$v_{\rm ref}=-\frac{Ze^2}{r}+V_H[n_c]+V_H[n_{\rm ref}]+v_{xc}(n_{\rm ref}+n_c,0).$$

To obtain an ionic potential for use elsewhere, one removes the valence screening. If exchange-correlation is removed with the valence density alone, the result is

$$v_{\rm ref}-V_H[n_{\rm ref}]-v_{xc}(n_{\rm ref},0)
=-\frac{Ze^2}{r}+V_H[n_c]+w,$$

$$w=v_{xc}(n_{\rm ref}+n_c,0)-v_{xc}(n_{\rm ref},0).$$

The core-valence part of exchange-correlation is now the fixed potential $w$. To see what this neglects, define

$$D[n,m]=E_{xc}[n+n_c,m]-E_{xc}[n,m].$$

Expand $D$ to first order about $(n_{\rm ref},0)$. Its derivative with respect to $n$ is $w$. Its derivative with respect to $m$ vanishes, because $D$ is even in $m$. Hence

$$D[n,m]\simeq D[n_{\rm ref},0]+\int w\,(n-n_{\rm ref})\,d^3r .$$

This is the linearization. It reproduces the reference atom, but it drops every dependence of $D$ on spin.

## The error at fixed orbitals

Polarize the atom by moving $d$ electrons from spin down to spin up without changing any orbital. The total density stays at $n=n_{\rm ref}$. The kinetic energy, the Hartree energy and $\int wn\,d^3r$ are then unchanged, and the energy gained comes from exchange-correlation alone. For a core density $c$ kept in the functional it is

$$G[c]=E_{xc}[n+c,0]-E_{xc}[n+c,m].$$

The correct gain is $G[n_c]$ and the linearized gain is $G[0]$. The error is

$$\delta G=G[0]-G[n_c]=D[n,m]-D[n,0],$$

where the last form follows by inserting the definition of $D$. A positive $\delta G$ means that the polarized state is placed too low in energy.

## The exchange coefficient

Exchange acts between electrons of equal spin. In a uniform gas, spin $\sigma$ fills all wavevectors up to $k$, with $n_\sigma=k^3/6\pi^2$. The density matrix at separation $s$ is

$$\rho(s)=\frac{1}{2\pi^2}\int_0^k q^2j_0(qs)\,dq
=\frac{k^3}{2\pi^2}\frac{j_1(ks)}{ks}.$$

Here $j_0$ and $j_1$ are spherical Bessel functions, and the integral uses $(z^2j_1)'=z^2j_0$. With $z=ks$, the exchange energy per volume is

$$-\frac{e^2}{2}\int\frac{\rho(s)^2}{s}\,d^3s
=-\frac{e^2k^4}{2\pi^3}\int_0^\infty\frac{j_1(z)^2}{z}\,dz .$$

The relations $j_0'=-j_1$ and $j_1'=j_0-2j_1/z$ give $(j_0^2+j_1^2)'=-4j_1^2/z$. Since $j_0^2+j_1^2$ falls from 1 to 0, the last integral equals $1/4$. The energy per volume is therefore $-e^2k^4/8\pi^3$. Substituting $k=(6\pi^2n_\sigma)^{1/3}$ gives

$$-C\,n_\sigma^{4/3},\qquad
C=\frac34\left(\frac6\pi\right)^{1/3}e^2 .$$

The local approximation uses this expression at each point of the atom. Its derivative is the exchange potential,

$$v_{x,\sigma}=-e^2\left(\frac{6n_\sigma}{\pi}\right)^{1/3}.$$

## Sign and size of the exchange error

Let $N$ be the total density entering the functional, and let $N_{\uparrow,\downarrow}=(N\pm m)/2$. The local exchange gain is

$$g(N,m)=C\left[N_\uparrow^{4/3}+N_\downarrow^{4/3}-2\left(\frac N2\right)^{4/3}\right].$$

Add unpolarized density, so that $m$ is fixed and each spin density grows by half the change in $N$. Then

$$\frac{\partial g}{\partial N}
=e^2\left(\frac6\pi\right)^{1/3}
\left[\frac{N_\uparrow^{1/3}+N_\downarrow^{1/3}}2-\left(\frac N2\right)^{1/3}\right]\le0 .$$

The prefactor is $4C/3$. The sign follows because the cube root is concave: the mean of two cube roots cannot exceed the cube root of the mean. The derivative is negative whenever $m\ne0$. Omitting the core thus overestimates the exchange gain at every point where $m$ and $n_c$ are both nonzero. Small $\zeta$ is not required.

For the size, put $\zeta=m/N$:

$$g=\frac{C}{2^{4/3}}N^{4/3}\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}-2\right].$$

The odd powers cancel in the sum. The quadratic term of each power is $\tfrac12\cdot\tfrac43\cdot\tfrac13\,\zeta^2=\tfrac29\zeta^2$, so the bracket starts with $\tfrac49\zeta^2$. With $C/2^{4/3}=\tfrac38(3/\pi)^{1/3}e^2$,

$$g\simeq\frac{e^2}{6}\left(\frac3\pi\right)^{1/3}m^2N^{-2/3}.$$

This is the form found from dimensions, with $a=\tfrac16(3/\pi)^{1/3}$.

The higher even terms are all positive, because the coefficient of $\zeta^{2k}$ contains $2k-2$ negative factors, an even number. The ratio of $g$ to its quadratic form therefore rises with $|\zeta|$, from 1 to its value at full polarization,

$$\frac{2^{4/3}-2}{4/9}=\frac92\left(2^{1/3}-1\right)\simeq1.17 .$$

The quadratic form is thus never too large, and falls short by a factor of at most 1.17.

The factor $R^{2/3}$ combines two opposing errors. In $N^{4/3}\zeta^2$, using the wrong $\zeta$ with the right density gives a factor $R^2$. Using the wrong density with the right $\zeta$ gives $R^{-4/3}$. Their product is

$$R^2R^{-4/3}=R^{2/3}.$$

The overestimated $\zeta$ drives the error, and the missing density softens it. For a thin core, $n_c\ll n$, and small $\zeta$, the error relative to the correct exchange gain is $R^{2/3}-1\simeq\tfrac23n_c/n$. At full valence polarization it is larger: putting $N_\uparrow=n$, $N_\downarrow=0$ in $-n_c(\partial g/\partial N)/g$ gives $\tfrac43\left(2^{-1/3}-\tfrac12\right)/\left(1-2^{-1/3}\right)\,n_c/n\simeq1.9\,n_c/n$. This limit is approached slowly, because the empty spin channel receives $n_c/2$ and adds a term $C(n_c/2)^{4/3}$ to the gain that the first derivative misses: the relative error is $1.5\,n_c/n$ at $n_c/n=0.01$ and $1.2\,n_c/n$ at $n_c/n=0.1$. Where core and magnetic electrons do not overlap, the error vanishes.

The correlation energy also depends on polarization. In the atom below its contribution to the gain is negative. The inequality above does not cover it, so it is computed numerically.

## Manganese: the density at one radius

Manganese, $3d^54s^2$, has a half-filled $d$ shell, so its high-spin density, with one up electron in each $d$ orbital, is spherical. The atom was solved self-consistently in local spin-density theory with Perdew–Wang correlation, using radial Gaussian functions and a logarithmic radial grid. The core is $1s$ to $3p$. The reference has 2.5 $d$ electrons of each spin, spread equally over the five orbitals so that it is spherical too; the polarized atom has five up and none down. All-electron valence orbitals are kept, so the results isolate the linearization and contain no error from smoothing the orbitals.

With this basis and grid, the radial distribution of the $3d$ electrons peaks at the grid point 0.763 bohr. The reference densities there, in bohr$^{-3}$, are 1.4640 for the core, 0.5436 for $3d$ and 0.0157 for $4s$. In a converged basis the maximum lies at 0.755 bohr and the densities at 0.763 bohr shift by about 0.001; the ratio $R$ found below changes by less than 0.01. With fixed orbitals, all the $3d$ density becomes spin density, so

$$n=0.5436+0.0157=0.5593,\qquad m=0.5436,$$

$$\frac mn=0.972,\qquad
\frac{m}{n+n_c}=\frac{0.5436}{2.0233}=0.269,\qquad
R=\frac{2.0233}{0.5593}=3.62 .$$

Without the core the functional sees an almost fully polarized gas; with it, a weakly polarized one. Averaged over the atom with weight $m$, $\zeta$ is 0.87 without the core and 0.33 with it.

The one-radius estimate uses $R^{2/3}=2.36$. The exchange gain with the full core, integrated over the atom, is 6.12 eV. The predicted exchange error is

$$(2.36-1)\times6.12\ \text{eV}\simeq8.3\ \text{eV}.$$

## Comparison with the integrated gains

Integrating the functional over the atom at fixed orbitals gives:

| Gain (eV) | Core kept | Core omitted |
|---|---:|---:|
| Exchange | 6.12 | 15.02 |
| Correlation | −0.97 | −3.21 |
| Total | 5.15 | 11.81 |

The exchange error is $15.02-6.12=8.90$ eV, and the one-radius estimate is 7% below it. Two approximations in that estimate partly cancel. The quadratic formula, integrated over the atom, gives 13.14 eV without the core and 6.05 eV with it. Their ratio is 2.17, so the value 2.36 at the peak is too large as an average. On the other hand, the quadratic formula misses more of the strongly polarized gain: the full exchange expression raises 13.14 to 15.02 eV, but 6.05 only to 6.12 eV.

Correlation changes the error by $-3.21+0.97=-2.24$ eV. The fixed-orbital error is therefore

$$\delta G=11.81-5.15=6.66\ \text{eV}.$$

The two opposing causes can also be separated for exchange. With the correct density but the valence-only $\zeta$, the gain would be 186 eV. With the valence density but the correct $\zeta$, it would be 1.7 eV. The first combination treats the core density as if it were as polarized as the valence density; its local factor, $R^2$ at small $\zeta$, is large where the core density far exceeds the valence density. These are diagnostic combinations, not approximations anyone should use, and they do not add up to the actual error.

## Letting the orbitals relax

All versions of the functional share the same unpolarized reference, because $w$ was built to reproduce it. In the polarized atom, the fixed orbitals are one trial choice, and relaxing them can only lower the energy. Each self-consistent gain is therefore at least as large as its fixed-orbital value.

Solving the valence problem self-consistently, with the core orbitals frozen and the valence orbitals kept orthogonal to them, gives 5.26 eV with the core and 12.28 eV without it. The error is

$$12.28-5.26=7.02\ \text{eV},$$

or 133% of the correct gain. The fixed-orbital value of 6.66 eV is 95% of this. The remaining 0.36 eV is the difference between the two relaxation energies, 0.47 and 0.11 eV.

The $3d$ exchange splitting, the down-spin level minus the up-spin level, is overestimated as well when the orbitals are held fixed. For exchange this follows from

$$v_{x,\downarrow}-v_{x,\uparrow}
=e^2\left(\frac6\pi\right)^{1/3}\left(N_\uparrow^{1/3}-N_\downarrow^{1/3}\right).$$

Adding equal core density to both spins reduces the difference of cube roots, since the slope of the cube root falls with density. With correlation included, the splitting averaged over the fixed $3d$ orbital is 4.16 eV with the core and 11.63 eV without it. The self-consistent splitting is 4.18 eV with the core. Without the core there is no corresponding self-consistent value, because the empty down-spin $3d$ level is no longer bound. A finite basis still returns a lowest down-spin $d$ level, about 0.4 eV above zero with the present Gaussians, but its orbital spreads outward and its energy falls toward zero as the basis is extended. In a spherical box a level near 0.26 eV persists when the radius is doubled from 30 to 60 bohr, which indicates a $d$ resonance about 9.7 eV above the up-spin level. The difference of 9.8 eV found with the present Gaussians is therefore a rough measure of this resonance, not a difference of bound levels. The polarization gain is unaffected, since this level is empty.

## Is an unpolarized core good enough?

A real core acquires a spin density $m_c$. Valence-only $\zeta$ is still too large, for $m>0$, when

$$\frac{m+m_c}{n+n_c}<\frac mn .$$

Multiplying by the positive denominators and cancelling $mn$ leaves

$$\frac{m_c}{n_c}<\frac mn .$$

The core must be less polarized than the valence shell. In the all-electron polarized atom, where the core is free to respond, $\zeta$ at the radius used above is 0.278, against 0.976 for the valence electrons alone. The all-electron polarization gain is 5.29 eV, only 0.03 eV above the frozen-core result. Core polarization and core relaxation together are therefore negligible beside the 7 eV error.

## The Louie–Froyen–Cohen correction

The correction keeps the core density inside the functional, $E_{xc}[n+n_c,m]$, and removes the screening of the reference with $v_{xc}(n_{\rm ref}+n_c,0)$. Then $w$ vanishes and $D$ is retained in full, so within the frozen-core description the linearization error is gone.

The core density is sharply peaked near the nucleus, which is costly to represent in plane waves. A partial core replaces it inside a radius $r_0$ by

$$n_p(r)=\frac{A\sin(Br)}{r},\qquad r<r_0 .$$

Matching the value at $r_0$ fixes $A$. Matching the logarithmic slope of $rn_c$ fixes $B$:

$$Br_0\cot(Br_0)=1+\left.\frac{d\ln n_c}{d\ln r}\right|_{r_0}.$$

Here $r_0$ was placed at the last point of the radial grid inside the outermost radius, 1.437 bohr, where the core density equals the reference valence density. This gives $r_0=1.428$ bohr, $A=0.3057$ bohr$^{-2}$ and $B=1.8917$ bohr$^{-1}$. The self-consistent gain becomes 8.13 eV. The error falls from 7.02 to 2.87 eV, but 41% of it remains. The last digits depend on the basis and on $r_0$: a converged basis gives $A=0.303$ bohr$^{-2}$, $B=1.889$ bohr$^{-1}$ and a gain of 8.15 eV, and placing $r_0$ at 1.437 bohr gives 8.21 eV, with 42% of the error remaining.

The reason is visible at the $3d$ maximum, which lies well inside $r_0$. The partial core density there is

$$n_p=\frac{0.3057\,\sin(1.8917\times0.763)}{0.763}\simeq0.40\ \text{bohr}^{-3},$$

compared with the true 1.46. The resulting polarization is

$$\zeta=\frac{0.5436}{0.5593+0.40}\simeq0.57,$$

between the correct 0.27 and the valence-only 0.97. For this atom, equality of core and valence density is too generous a criterion for $r_0$. A smaller $r_0$ keeps the true core density over more of the $3d$ shell, and the full-core result is recovered as $r_0\to0$.

These energies belong to this functional, this atom and this division into core and valence. They measure the error relative to local spin-density theory with the core retained, not relative to experiment.
